# El-Sayed's rule for carbonyls, derived from orbitals and from symmetry, part 2

The lowest excited singlet of a carbonyl, ${}^1n\pi^*$, can cross to ${}^3n\pi^*$ or ${}^3\pi\pi^*$ through the spin–orbit interaction $H_{SO}$. El-Sayed's rule says that the coupling is large when the orbital type changes and absent otherwise. Part I derives this from one-centre matrix elements.

Atomic units are used, with $c=1/\alpha$. The C=O bond lies along $z$, the molecule in the $yz$ plane. For an electron with spin $\mathbf s$, momentum $\mathbf p=-i\nabla$ and potential energy $V$,

$$H_{SO}=\sum_i \mathbf h(i)\cdot\mathbf s(i),\qquad \mathbf h=\frac{\alpha^2}{2}\,(\nabla V)\times\mathbf p. \tag{1}$$

Each $h^k$ is Hermitian and $-i$ times a real operator, so for real orbitals $\phi_p$

$$h^k_{pq}=-h^k_{qp},\qquad h^k_{pp}=0. \tag{3}$$

For real p functions on one atom, with $\mathbf l$ the angular momentum about its nucleus,

$$\langle p_a|l_c|p_b\rangle=-i\,\epsilon_{cab}. \tag{4}$$

In the closed-shell determinant $|0\rangle$, orbitals $i,j,c$ are doubly occupied and $a,b$ empty; $p,q$ are either. Capitals label spin orbitals, $P=(p,\sigma_P)$, with fermion operators $a^\dagger_P,a_P$. With $s_k=\sigma_k/2$ (Pauli matrices $\sigma_k$) and $|ia;u\rangle=\sum_{\sigma\tau}u_{\sigma\tau}\,a^\dagger_{a\sigma}a_{i\tau}|0\rangle$, the states are

$$|S_{ia}\rangle=|ia;\mathbb 1/\sqrt2\rangle,\qquad |T_{jb,l}\rangle=|jb;\sqrt2\,s_l\rangle,\qquad l=x,y,z. \tag{6}$$

$$\hat S_k|T_l\rangle=i\sum_m\epsilon_{klm}|T_m\rangle. \tag{7}$$

$T_z$ has $M=0$, and $T_{\pm1}=\mp(T_x\pm iT_y)/\sqrt2$. For a one-electron operator $\hat O$ with matrix $O_{PQ}$, and for $H_{SO}$,

$$\langle0|\hat O\,a^\dagger_Ba_J|0\rangle=O_{JB}. \tag{10}$$

$$\langle S_{ia}|H_{SO}|T_{jb,l}\rangle=\tfrac12\left(\delta_{ij}\,h^l_{ab}-\delta_{ab}\,h^l_{ji}\right). \tag{11}$$

$$\langle0|H_{SO}|T_{jb,l}\rangle=\frac{h^l_{jb}}{\sqrt2}. \tag{12}$$

The one-centre approximation keeps only terms with both atomic functions on the operator's nucleus. On oxygen, $n$ is $c_nR_n(r)\,p_y$ and $\pi$ is $c_\pi R_\pi(r)\,p_x$, with normalised radial functions. Then

$$h^z_{\pi n}\approx-i\,\zeta_{\mathrm O}c_\pi c_n,\qquad h^x_{\pi n}\approx h^y_{\pi n}\approx0, \tag{14}$$

where $\zeta_{\mathrm O}=\frac{\alpha^2}{2}Z_{\mathrm O}\langle r^{-3}\rangle$, $Z_{\mathrm O}$ is the oxygen nuclear charge and $\langle r^{-3}\rangle=\int_0^\infty\frac{R_\pi R_n}{r}\,dr$.

### The rule

For the change of type, set $i=n$, $j=\pi$, $a=b=\pi^*$ in (11). The first term vanishes because $i\ne j$, and (14) gives

$$\langle{}^1n\pi^*|H_{SO}|{}^3\pi\pi^*,z\rangle=-\tfrac12h^z_{\pi n}\approx\frac i2\,\zeta_{\mathrm O}\,c_nc_\pi. \tag{15}$$

With the spins exchanged, $i=\pi$ and $j=n$, the element is $-\frac12h^z_{n\pi}=+\frac12h^z_{\pi n}\approx-\frac i2\zeta_{\mathrm O}c_nc_\pi$ by (3), with the same magnitude. The overall sign depends on the orbital phases and has no physical meaning. In the limit where both orbitals are pure oxygen functions, $c_n=c_\pi=1$, the magnitude reaches the atomic value $\zeta_{\mathrm O}/2$. As the $\pi$ hole is delocalised away from oxygen, the oxygen term (15) falls in proportion to $c_\pi$ for fixed $\zeta_{\mathrm O}$ and $c_n$. The full coupling follows this only roughly, since the other atoms also contribute. Physically, the hole on oxygen turns from $p_y$ to $p_x$, a quarter turn about the C=O axis, and the operator $l_zs_z$ that makes this turn also reverses the relative sign of the $\alpha$ and $\beta$ parts of the wavefunction, which is the difference between $S$ and $T_z$ in (6).

For the singlet and triplet of the same configuration, $i=j$ and $a=b$, equation (11) gives

$$\langle S_{ia}|H_{SO}|T_{ia,l}\rangle=\tfrac12\left(h^l_{aa}-h^l_{ii}\right)=0 \tag{16}$$

by (3). This covers ${}^1n\pi^*$ with ${}^3n\pi^*$ and ${}^1\pi\pi^*$ with ${}^3\pi\pi^*$ when the same orbitals are occupied. The one-centre approximation is not needed for (16). It is the first situation in which the like-to-like coupling is exactly zero, within a one-electron operator and a common set of real orbitals.

For two different configurations of like type, such as $\pi_1\to\pi^*$ and $\pi_2\to\pi^*$ in a conjugated carbonyl, or $n\to\pi_1^*$ and $n\to\pi^*_2$, equation (11) leaves one element between two different $\pi$-type orbitals. On every atom both have only $p_x$ as their p component, and $\langle p_x|l_l|p_x\rangle=0$, so

$$h^l_{\pi_2\pi_1}=0\quad\text{at the one-centre p–p level.} \tag{17}$$

What remains are the multicentre terms and the one-centre d terms. The latter exist because the functions $xy$ and $xz$ are both odd in $x$, and $l_x(xy)=-i(y\partial_z-z\partial_y)(xy)=i\,xz$.

Equation (12) extends the rule to the ground state. The element with ${}^3n\pi^*$ is $h^z_{n\pi^*}/\sqrt2$, a $p_y$–$p_x$ element on oxygen, which is allowed. The element with ${}^3\pi\pi^*$ is $h^l_{\pi\pi^*}/\sqrt2$, which vanishes at the level of (17).

The derivation shows what "like" has to mean. It means the same direction of the p lobe. An in-plane orbital with $p_z$ character on oxygen, such as the $\sigma$ orbital of the C=O bond, couples to the $p_y$ lone pair through $\langle p_y|l_x|p_z\rangle=-i$ and to $\pi$ through $\langle p_z|l_y|p_x\rangle=-i$, with a strength of the order of $\zeta_{\mathrm O}$. Statement (17) also fails when the molecule leaves planarity, because the orbitals that were $\pi$ then acquire $p_y$ and $p_z$ components, and one-centre terms appear in first order in that admixture.

## Part II. Derivation from symmetry, worked examples and comparison

The following is taken from Part I. The C=O bond is along $z$ and the molecule lies in the $yz$ plane. The spin–orbit operator is $\sum_i\mathbf h(i)\cdot\mathbf s(i)$ with $\mathbf h=\frac{\alpha^2}{2}(\nabla V)\times\mathbf p$, and $h^k_{pq}=-h^k_{qp}$ for real orbitals (3). The singlet $S_{ia}$ and the Cartesian triplets $T_{jb,l}$, which obey $\hat S_kT_l=i\sum_m\epsilon_{klm}T_m$ (7), have the elements $\frac12(\delta_{ij}h^l_{ab}-\delta_{ab}h^l_{ji})$ with each other (11), and $\langle0|H_{SO}|T_{jb,l}\rangle=h^l_{jb}/\sqrt2$ (12). In the one-centre approximation the ${}^1n\pi^*$–${}^3\pi\pi^*$ element is $\frac i2\zeta_{\mathrm O}c_nc_\pi$ for $l=z$ (15), with $\zeta_{\mathrm O}=\frac{\alpha^2}{2}Z_{\mathrm O}\langle r^{-3}\rangle$. The same-configuration element is zero (16), and elements between $\pi$ orbitals have no one-centre p–p part (17). The symbol $|V|$ is the root of the sum of squared couplings over the three sublevels.

### The full operator and its spin selection rule

The second derivation uses no orbital expansion and can keep the two-electron part of the Breit–Pauli spin–orbit operator,

$$H^{(2)}=\sum_{i\ne j}\mathbf g(i,j)\cdot\left[\mathbf s(i)+2\mathbf s(j)\right],\qquad \mathbf g(i,j)=\frac{\alpha^2}{2}\left(\nabla_i\frac1{r_{ij}}\right)\times\mathbf p_i. \tag{18}$$

The term in $\mathbf s(i)$ is equation (1) with the repulsion $1/r_{ij}$ as the potential. The term in $\mathbf s(j)$ is the energy of the spin of electron $j$ in the magnetic field of the moving electron $i$. The whole operator is written $H_{SO}=H^x+H^y+H^z$, where $H^k$ collects all terms with spin components $s_k$.

Let $S$ be any singlet and $T_x,T_y,T_z$ any triplet, with the Cartesian components formed from the $M$ states as in Part I. Equation (7) holds for them, because the matrices of $\hat{\mathbf S}$ are the same in every $S=1$ multiplet. Consider $U_m=e^{-i\pi\hat S_m}$, a rotation of all spins by $\pi$ about the axis $m$ that leaves the spatial coordinates alone. The singlet has $\hat S_mS=0$, so $U_mS=S$. Likewise $U_mT_m=T_m$. For $l\neq m$, equation (7) applied twice gives $\hat S_m^2T_l=T_l$, so the exponential series sums to $(\cos\pi-i\hat S_m\sin\pi)T_l=-T_l$. On the operators, $U_m$ is a product of one-electron factors $\cos\frac\pi2-i\sigma_m\sin\frac\pi2=-i\sigma_m$, and $\sigma_m\sigma_k\sigma_m$ equals $+\sigma_k$ for $k=m$ and $-\sigma_k$ otherwise. So $U_m^\dagger H^kU_m=\pm H^k$ with the same sign rule. Now choose $m=l$ and $k\neq l$:

$$\langle S|H^k|T_l\rangle=\langle U_lS|H^k|U_lT_l\rangle=\langle S|U_l^\dagger H^kU_l|T_l\rangle=-\langle S|H^k|T_l\rangle=0.$$

Only $H^l$ couples a singlet to $T_l$, as (11) showed for single configurations.

### Reflections

Let $\hat\sigma_x$ send $x\to-x$ for all electrons, and $\hat\sigma_y$ send $y\to-y$, both leaving spins untouched. Every planar molecule in the $yz$ plane has $\hat\sigma_x$ as a symmetry (group $C_s$). Formaldehyde also has $\hat\sigma_y$ (group $C_{2v}$). A symmetry reflection commutes with the spin-free Hamiltonian and with the spin operators, so each state that has no spatial degeneracy has a parity $\chi=\pm1$ under it, common to the three sublevels of a triplet.

The potentials $V$ and $1/r_{ij}$ are invariant under a symmetry reflection, while $\partial_x$ changes sign under $\hat\sigma_x$. Written out,

$$h^x\propto\partial_yV\,p_z-\partial_zV\,p_y,\quad h^y\propto\partial_zV\,p_x-\partial_xV\,p_z,\quad h^z\propto\partial_xV\,p_y-\partial_yV\,p_x.$$

The component $h^x$ contains no $x$ derivative and is even under $\hat\sigma_x$. Each term of $h^y$ and $h^z$ contains one and is odd. Under $\hat\sigma_y$ the component $h^y$ is even and the other two are odd. The operators $g^k$ have the same structure and the same parities, so these are the parities $\chi_k$ of $H^k$.

The parities of the states follow from their labels. The lone pair of formaldehyde is even under $\hat\sigma_x$ and odd under $\hat\sigma_y$, while $\pi$ and $\pi^*$ are odd under $\hat\sigma_x$ and even under $\hat\sigma_y$. A doubly occupied orbital contributes $\chi^2=+1$, so the closed shell is even, and an excitation $i\to a$ has the parity $\chi_i\chi_a$. A correlated state keeps the parity of its leading configuration, since the spin-free Hamiltonian mixes only configurations of equal parity.

| object | $\hat\sigma_x$ | $\hat\sigma_y$ | $C_{2v}$ label |
|---|---|---|---|
| $H^x$ | $+$ | $-$ | $B_2$ |
| $H^y$ | $-$ | $+$ | $B_1$ |
| $H^z$ | $-$ | $-$ | $A_2$ |
| $n\pi^*$ | $-$ | $-$ | $A_2$ |
| $\pi\pi^*$, ground state | $+$ | $+$ | $A_1$ |

A reflection $\hat\sigma$ is unitary with $\hat\sigma^2=1$. Inserting $\hat\sigma^2$ on both sides of the operator gives

$$\langle S|H^l|T_l\rangle=\langle\hat\sigma S|\,\hat\sigma H^l\hat\sigma\,|\hat\sigma T_l\rangle=\chi_S\,\chi_l\,\chi_T\,\langle S|H^l|T_l\rangle, \tag{19}$$

so the element vanishes unless $\chi_l=\chi_S\chi_T$ for every symmetry reflection.

In $C_{2v}$, an $n\pi^*$ state with a $\pi\pi^*$ state has $\chi_S\chi_T=(-,-)$, which matches $H^z$ and nothing else. The change of type is allowed, through the sublevel $T_z$ alone, as in (15). Two states of the same label have $\chi_S\chi_T=(+,+)$, and no component of $H_{SO}$ has these parities. The pairs ${}^1A_2$–${}^3A_2$ and ${}^1A_1$–${}^3A_1$ have zero coupling for any wavefunction and for the full operator. This is the second situation in which the like-to-like coupling is exactly zero. It includes the ground state with ${}^3\pi\pi^*$, while the ground state with ${}^3n\pi^*$ is allowed through $H^z$. In a larger $C_{2v}$ molecule a $\pi$ orbital can be odd under both reflections. A $\pi\pi^*$ state of label $B_2$ then exists, and (19) allows it to couple to an $A_1$ state through $H^x$.

In $C_s$ only the first column of the table applies. The change of type has $\chi_S\chi_T=-1$ and is allowed through $H^y$ and $H^z$. Like-to-like has $\chi_S\chi_T=+1$ and is allowed through $H^x$. Symmetry sorts the couplings by sublevel but forbids neither, and the smallness of the like-to-like element has to come from (16) and (17).

### Screening by the other electrons

A number for (15) needs the effect of (18). In second quantisation $H^{(2)}=\sum W_{PQ,RS}\,a^\dagger_Pa^\dagger_Ra_Sa_Q$, with no factor $\frac12$ because (18) runs over ordered pairs, and

$$W_{PQ,RS}=\sum_kg^k_{pq,rs}\left[(s_k)_{\sigma_P\sigma_Q}\delta_{\sigma_R\sigma_S}+2\,\delta_{\sigma_P\sigma_Q}(s_k)_{\sigma_R\sigma_S}\right].$$

Here $g^k_{pq,rs}=\iint\phi_p(1)\phi_r(2)\,g^k(1,2)\,\phi_q(1)\phi_s(2)$. Integrating over electron 2 first gives an operator of the form (1) with the real potential of the charge distribution $\phi_r\phi_s$. So $g^k_{pq,rs}$ is imaginary, antisymmetric in $p,q$ by the argument for (3), and symmetric in $r,s$.

Take the element between $\langle0|$ and $a^\dagger_Ba_J|0\rangle$. Anticommuting twice, $a_Sa_Qa^\dagger_B=\delta_{QB}a_S-\delta_{SB}a_Q+a^\dagger_Ba_Sa_Q$. In the last term $a^\dagger_B$ moves to the left and annihilates $\langle0|$. The others need $\langle0|a^\dagger_Pa^\dagger_Ra_Sa_J|0\rangle=\delta_{PJ}\delta_{RS}-\delta_{PS}\delta_{RJ}$ for occupied labels, which holds because the two electrons removed must be put back, in one order or the other. With $C$ running over occupied spin orbitals,

$$\langle0|H^{(2)}a^\dagger_Ba_J|0\rangle=\sum_C\left(W_{JB,CC}-W_{CB,JC}-W_{JC,CB}+W_{CC,JB}\right).$$

Let $J$ have spin $\sigma$, $B$ spin $\sigma'$, and sum over the spin $\tau$ of $C$. The first term gives $2(s_k)_{\sigma\sigma'}+2\delta_{\sigma\sigma'}\mathrm{tr}\,s_k=2(s_k)_{\sigma\sigma'}$. The second gives $\sum_\tau[(s_k)_{\tau\sigma'}\delta_{\sigma\tau}+2\delta_{\tau\sigma'}(s_k)_{\sigma\tau}]=3(s_k)_{\sigma\sigma'}$. The third gives $\sum_\tau[(s_k)_{\sigma\tau}\delta_{\tau\sigma'}+2\delta_{\sigma\tau}(s_k)_{\tau\sigma'}]=3(s_k)_{\sigma\sigma'}$. The fourth vanishes because $g^k_{cc,jb}=0$. The result has the form (10) of a one-electron operator, and it defines the spin–orbit mean-field (SOMF) operator:

$$\bar h^k_{pq}=h^k_{pq}+\sum_c\left(2g^k_{pq,cc}-3g^k_{pc,cq}-3g^k_{cq,pc}\right). \tag{20}$$

The first term of the sum is (1) with the Hartree potential of the closed shell, which is repulsive and opposes the nuclear attraction. Exchanging $p$ and $q$ turns $g_{pc,cq}+g_{cq,pc}$ into $g_{qc,cp}+g_{cp,qc}=-g_{cq,pc}-g_{pc,cq}$, so $\bar h$ obeys (3), and (11), (12) and (16) hold with $\bar h$ in place of $h$. The replacement is exact for the element between $|0\rangle$ and a single excitation. Between two excited configurations it is a mean-field approximation, since it neglects the direct two-electron coupling of the hole and the excited electron.

### States with several configurations

In configuration interaction with single excitations (CIS) the spin-free Hamiltonian is diagonalised among the $S_{ia}$ and among the $T_{jb,l}$. With Hartree–Fock orbital energies $\varepsilon$ and repulsion integrals $(pq|rs)=\iint\phi_p(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r(2)\phi_s(2)$, the triplet matrix is $\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)-(ij|ab)$ and the singlet matrix has $2(ia|jb)$ added. For normalised real eigenvectors $X_{ia}$ (singlet) and $Y_{jb}$ (triplet), summing (11) and (12) over configurations gives

$$V_l=\tfrac12\Big[\sum_{iab}X_{ia}h^l_{ab}Y_{ib}-\sum_{ija}X_{ia}h^l_{ji}Y_{ja}\Big],\qquad V_l^{(0)}=\frac1{\sqrt2}\sum_{jb}h^l_{jb}Y_{jb}. \tag{21}$$

If $X=Y$, the sums $\sum_iX_{ia}X_{ib}$ and $\sum_aX_{ia}X_{ja}$ are symmetric matrices contracted with an antisymmetric one, and $V_l=0$. This extends (16). The term $2(ia|jb)$ makes $X$ differ from $Y$, and the coupling between the singlet and triplet of like character is then of first order in the difference $X-Y$.

El-Sayed's rule has now been derived from one-centre matrix elements and from reflection symmetry, and the mean-field operator and the formulas for states with several configurations are in place. It remains to compute the couplings in formaldehyde and acrolein and to compare what the two derivations assume.
